# Why Accumulation Layers Lie Deeper Than Inversion Layers at Comparable Doping

## 1. One subband at zero temperature

Electrons of sheet density $N$ are held against a hard wall at $z=0$ by a gate beyond the wall. All are in the lowest subband, with wavefunction $\psi(z)$ and density profile $\rho=\psi^2$, $\int_0^\infty\rho\,dz=1$. Hartree atomic units are used; $m$ is the mass along $z$ and $\kappa$ the permittivity ratio of the semiconductor. The electrons interact through their mean field.

In an **inversion layer** (electrons on p-type material) the gate field also ends on ionized acceptors, with sheet density $N_{dep}$. Most of these lie far behind the electrons, so their field is nearly uniform across the layer. In an **accumulation layer** (electrons on n-type material) there is no depletion charge. At zero temperature the bulk donors are taken as neutral and any compensating acceptors are neglected.

Define two forces,
$$F_N=\frac{4\pi N}{\kappa},\qquad F_d=\frac{4\pi N_{dep}}{\kappa}.$$
By Gauss's law, the force towards the wall at depth $z$ comes from the negative charge lying deeper:
$$F(z)=F_d+F_N\,t(z),\qquad t(z)=\int_z^\infty\rho(z')\,dz'.$$
At the wall $F=F_d+F_N$. Behind the electrons it falls to $F_d$ in inversion and to zero in accumulation. Integrating from the wall gives the potential energy
$$V(z)=F_d z+F_N\int_0^\infty \min(z,z')\rho(z')\,dz',$$
because charge at $z'$ contributes force only over the stretch from $0$ to the smaller of $z$ and $z'$.

The energy per electron whose variation produces this potential is
$$\varepsilon=\int_0^\infty\frac{\psi'^2}{2m}dz+F_d\langle z\rangle+\frac{F_N}{2}\iint\rho(z)\rho(z')\min(z,z')\,dz\,dz'.$$
The half is needed because varying $\rho$ in the double integral gives two equal terms. Writing $\min(z,z')$ as the length of the interval of $s$ that lies below both $z$ and $z'$ turns the double integral into $\int_0^\infty t(s)^2ds$.

Take the trial function $\psi=\sqrt{b^3/2}\;z\,e^{-bz/2}$ and set $x=bz$. The three terms need:

- Kinetic energy: $\dfrac{b^2}{4m}\displaystyle\int_0^\infty\left(1-\frac x2\right)^2e^{-x}dx=\frac{b^2}{4m}\left(1-1+\frac12\right)=\frac{b^2}{8m}$.
- Mean depth: $\langle z\rangle=\dfrac1{2b}\displaystyle\int_0^\infty x^3e^{-x}dx=\frac3b$.
- Own charge: $t=e^{-x}(1+x+x^2/2)$, whose square is $e^{-2x}(1+2x+2x^2+x^3+x^4/4)$. With $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$,
$$\int_0^\infty t^2dz=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33}{16b}.$$

Hence
$$\varepsilon(b)=\frac{b^2}{8m}+\frac{3F_d}{b}+\frac{33F_N}{32b}.$$
Setting $d\varepsilon/db=b/(4m)-(3F_d+33F_N/32)/b^2$ to zero gives
$$b^3=12m\left(F_d+\frac{11}{32}F_N\right),\qquad z_{av}=\frac3b.$$
At equal $N$, and within this trial form,
$$\frac{z_{acc}}{z_{inv}}=\left(1+\frac{32}{11}\frac{N_{dep}}{N}\right)^{1/3}.$$

The depletion charge counts in full, since its field acts on every electron. The mobile charge counts with weight $11/32$, since the layer screens its own field. Per unit charge, the depletion charge therefore confines the layer more strongly than the mobile charge does.

**How good the trial form is.** Measure length in units of $\ell=(mF_N)^{-1/3}$. The kinetic scale $1/(m\ell^2)$ and the electrostatic scale $F_N\ell$ are then equal, so the depth is $\ell$ times a function of $N_{dep}/N$ alone. Numerical solution of the one-subband Hartree problem gives 1.789 for $N_{dep}/N=0$ and 1.211 for $0.70$, a ratio of 1.48. The trial function gives 1.871 and 1.292, a ratio of 1.45. Over the five values of $N_{dep}/N$ computed, from 0 to 1.5, the trial depths exceed the Hartree depths by 5 to 7%.

**Equal surface field instead of equal $N$.** An accumulation layer with the same surface field must hold $N+N_{dep}$ electrons. Its $b^3$ is $12m\cdot\frac{11}{32}(F_N+F_d)$, still smaller than the inversion value, so it is still deeper. For $N_{dep}/N=0.70$ the Hartree ratio falls from 1.48 to $1.477\times1.7^{-1/3}=1.24$.

## 2. The field's effect without a trial function

The sign of the effect survives many subbands, several valleys and finite temperature. Let $\gamma$ be the one-particle density matrix, and let $g[\gamma]$ be the free energy per electron without the depletion field: kinetic energy, minus temperature times entropy, plus $\frac12F_N\int t^2dz$. The Hartree state at fixed $N$ minimizes
$$g[\gamma]+F_d\langle z\rangle_\gamma .$$
Stationarity gives Fermi occupation of the levels in the potential $V(z)$ above. The stationary point is a minimum because each part is convex: the kinetic energy is linear in $\gamma$, minus the entropy is convex, and the last term is the square of a quantity linear in $\gamma$.

Take two fields $F_1<F_2$ with minimizing states 1 and 2 and depths $z_1,z_2$. Neither state can do better than the other in the other's own field:
$$g_1+F_1z_1\le g_2+F_1z_2,\qquad g_2+F_2z_2\le g_1+F_2z_1 .$$
Adding the two and cancelling $g_1+g_2$ leaves
$$(F_2-F_1)(z_2-z_1)\le0 .$$
So the mean depth cannot rise with the depletion field.

It cannot stay the same either. If $z_1=z_2$, both inequalities become equalities and state 2 also minimizes the problem at $F_1$. At finite temperature the Fermi function can be inverted, so one $\gamma$ fixes $V(z)$ up to a constant. Yet the two potentials, with the same $\rho$, differ by $(F_2-F_1)z$, which is not constant. For one subband at zero temperature the same contradiction follows because one $\psi$ would have to solve two Schrödinger equations differing by that linear term.

The same functional gives a numerical test. When $F_d$ changes slightly, the minimizing state shifts, but this alters the energy only at second order. The slope of the minimum with respect to $F_d$ is therefore $z_{av}$. In the one-subband problem at $N_{dep}/N=0.70$, a finite difference of the energy gives 1.21145, against a directly computed depth of 1.21144.

What is held fixed matters: $N$, temperature, masses, valleys and wall. Comparing electrons with holes, as happens when one device is driven from inversion to accumulation, changes the masses too and is not covered.

There is also a gap at finite temperature. The theorem compares layers with $F_d>0$, and the next section shows, for a classical gas, that the limit $F_d\to0$ has no finite depth unless the bulk is included.

## 3. The thermal contribution alone

Now remove quantum confinement and treat the electrons as a classical gas with thermal energy $T$. Write $C=4\pi/\kappa$ and let $n(z)$ be the volume density.

**Inversion.** Force balance and Gauss's law read
$$T\frac{dn}{dz}=-Fn,\qquad \frac{dF}{dz}=-Cn .$$
Multiply the second by $F$ and use the first: $F\,dF/dz=CT\,dn/dz$. Integrating, with $n\to0$ and $F\to F_d$ at large depth,
$$F^2-F_d^2=2CTn,\qquad\text{so}\qquad \frac{dF}{dz}=-\frac{F^2-F_d^2}{2T}.$$
For the depth, replace $Cn$ by $-dF/dz$ and integrate by parts:
$$F_Nz_{av}=C\int_0^\infty zn\,dz=\int_0^\infty(F-F_d)\,dz .$$
Changing the variable from $z$ to $F$ cancels one factor $F-F_d$:
$$F_Nz_{av}=\int_{F_d}^{F_d+F_N}\frac{2T\,dF}{F+F_d},\qquad z_{av}=\frac{2T}{F_N}\ln\left(1+\frac{F_N}{2F_d}\right).$$

For few electrons, $F_N\ll F_d$, this is $T/F_d$, the thermal height in a uniform field. For $F_d\to0$ it diverges logarithmically. The layer screens its own field, the density falls as the inverse square of distance, and its mean depth is infinite.

**Accumulation.** The bulk supplies the missing cut-off. Let ionized donors have density $N_D$, and let $v$ be the band bending below the bulk level, in units of $T$. Then $n=N_De^{v}$ and $F=-T\,dv/dz$. The mobile charge of the layer is now the excess $n-N_D$, so
$$\frac{dF}{dz}=-CN_D(e^v-1),\qquad F\frac{dF}{dz}=CTN_D(e^v-1)\frac{dv}{dz}.$$
Integrating from the bulk, where $F=v=0$, to the surface, where $F=F_N$ and $v=u$,
$$F_N^2=2CTN_D(e^u-u-1).$$
The depth is again $F_Nz_{av}=\int_0^\infty F\,dz$, which is now the whole band bending $Tu$:
$$z_{av}=\frac{Tu}{F_N}.$$

**Which is deeper?** For strong accumulation, $e^u\gg u+1$, the depth becomes $(2T/F_N)\ln(F_N/\sqrt{2CTN_D})$. For $F_N\gg2F_d$ the inversion depth becomes $(2T/F_N)\ln(F_N/2F_d)$. Accumulation is then deeper when $2CTN_D<4F_d^2$. In a depletion layer of width $W$ and acceptor density $N_A$, $F_d=CN_AW$ and the band bending is $\varphi_d=CN_AW^2/2$, so $F_d^2=2CN_A\varphi_d$. The condition is
$$N_DT<4N_A\varphi_d .$$
This form holds only for $F_N\gg2F_d$. In general, with $y=F_N/2F_d$, equal depths need $u=2\ln(1+y)$, and accumulation is deeper when $N_DT/(4N_A\varphi_d)$ is below $y^2/[y^2+2y-2\ln(1+y)]$. This threshold lies between $1/2$ (small $y$) and $1$ (large $y$). With equal doping at room temperature and a bending near 0.9 eV, $N_DT$ is less than 1% of $4N_A\varphi_d$, far below the threshold for any $y$. But the condition can fail: dense majority carriers can screen an accumulation layer more sharply than a weak depletion field confines an inversion layer.

## 4. Both contributions in silicon at 300 K

Consider electrons at a (100) silicon surface with $N=5\times10^{12}$ cm$^{-2}$ and doping $10^{18}$ cm$^{-3}$, n-type for accumulation and p-type for inversion. Two valleys have mass 0.916 along $z$; four have 0.19. The Schrödinger equation for both sets, with Fermi occupation, is solved together with Poisson's equation. Bulk electrons and ionized donors are included on the n-type side, and acceptors and classical holes on the p-type side.

The mobile charge gives a field of 0.773 MV/cm, that is $F_N=0.0773$ eV/nm. The depletion charge comes out as $3.79\times10^{12}$ cm$^{-2}$ and adds 0.586 MV/cm in inversion.

The classical estimates come first. With $T=0.02585$ eV, inversion gives
$$z_{av}=\frac{2(0.02585)}{0.0773}\ln\left(1+\frac{5.00}{2(3.79)}\right)\text{nm}=0.669\times0.507\ \text{nm}=0.34\ \text{nm}.$$
Accumulation gives 1.47 nm. These Boltzmann estimates are outside their range near the surface: they put the surface density at about 7 times (inversion) and 3 times (accumulation) the effective density of states, $2.7\times10^{19}$ cm$^{-3}$, so the gas there is degenerate. A local gas with Fermi statistics has depths of 0.45 and 1.61 nm instead, a difference of 1.16 nm. The full solutions give

- accumulation: 2.81 nm,
- inversion: 1.38 nm.

The difference, taken before rounding, is 1.42 nm. Refining the grid from 250 to 400 cells over 50 nm changes the accumulation depth only from 2.803 to 2.805 nm.

**Is the depletion field the cause?** Replace the p-type bulk by a uniform field of the same $N_{dep}$, with no acceptors or holes. The depth is 1.35 nm, within about 2% of the full inversion result. The uniform field therefore reproduces the compression and slightly overshoots it. The small excess has the sign expected from acceptors inside the layer, which make the true depletion field weaken with depth.

**How much is wavefunction compression?** The lowest subband has a mean depth of 1.52 nm in accumulation and 1.21 nm in inversion. It holds electrons equal to 55% and 84% of $N$, respectively. Call its share $s$, its depth $d_0$, and the mean depth of all remaining mobile charge $d_1$, so that $z_{av}=sd_0+(1-s)d_1$. Then
$$d_1^{acc}=\frac{2.805-0.551\times1.520}{0.449}=4.38\ \text{nm},\qquad d_1^{inv}=\frac{1.381-0.840\times1.206}{0.160}=2.30\ \text{nm}.$$
With bars for the average of the two layers and $\Delta$ for accumulation minus inversion, the difference of products splits without remainder:
$$\Delta z_{av}=\bar s\,\Delta d_0+(1-\bar s)\,\Delta d_1+(\bar d_0-\bar d_1)\,\Delta s .$$
The three terms are:

- Lowest subband stretched: $0.696\times0.314=0.22$ nm.
- Remaining charge deeper: $0.304\times2.08=0.63$ nm.
- Charge moved out of the lowest subband: $(1.36-3.34)\times(-0.289)=0.57$ nm.

The stretching of the lowest wavefunction supplies about 15% of the difference. The second term mixes the stretching of higher states with changes in their relative population and, in accumulation, with the screening tail of the bulk, so it cannot be credited to wavefunction shape alone. The split also depends on the weights. If one layer's values replace the averages, the first term ranges from 0.17 to 0.26 nm and stays the smallest, while the other two change order. In this example, then, stretching of the lowest wavefunction is the minor part of the difference, but the split does not rank the other two parts.

The classical gas points the same way. With no wavefunctions at all, its two depths already differ by 1.13 nm.

The one-subband formula of Section 1 should not be used for this accumulation layer, even at zero temperature. In the Hartree model with these masses, one subband suffices only below about $0.7\times10^{12}$ cm$^{-2}$, since at higher density the Fermi level reaches the next available states.

**Electrical size.** A charge centroid lying 1.42 nm deeper in silicon costs the same potential drop, for the same charge, as an oxide thicker by $1.42\times3.9/11.7=0.47$ nm. This refers to total charge and mean depth. The small-signal capacitance depends instead on where added charge goes, that is, on the depth $d(F_Nz_{av})/dF_N$. At fixed $N_{dep}$ the classical formulas of Section 3 give
$$\frac{F_N}{CN_D(e^u-1)}=0.63\ \text{nm (accumulation)},\qquad \frac{2T}{F_N+2F_d}=0.27\ \text{nm (inversion)}.$$
These differ by only about 0.4 nm, against 1.1 nm for the classical mean depths. The 0.47 nm above should therefore not be used as a correction to the small-signal capacitance.

## 5. A case where the order reverses

Keep $N$ and the temperature, but compare accumulation on $10^{19}$ cm$^{-3}$ donors with inversion on $10^{16}$ cm$^{-3}$ acceptors. For an assumed bending of 0.90 eV, the depletion density is only $0.34\times10^{12}$ cm$^{-2}$, and
$$\frac{N_DT}{4N_A\varphi_d}=\frac{10^{19}\times0.02585}{4\times10^{16}\times0.90}=7.2 .$$
This is far above the classical threshold of Section 3, which is 0.84 for these densities, and the classical depths are 0.80 nm for accumulation and 1.42 nm for inversion. The quantum solutions, with a uniform depletion field on the inversion side, keep this order: 2.30 nm and 2.72 nm. The accumulation layer is now the shallower one, although it has no depletion field.

This does not contradict Section 2. There the depletion field was the only thing changed; here the screening by bulk carriers changes as well.

## 6. The model beside real devices

The density and doping of the main example are rough values for a scaled bulk transistor in its on state; electron accumulation on n-type silicon occurs in MOS varactors. Uniform doping is also a simplification, and the depth depends strongly on the depletion charge. Lowering $N_{dep}$ from 3.79 to $0.34\times10^{12}$ cm$^{-2}$ at fixed $N$ moves the inversion depth from 1.35 to 2.72 nm in the uniform-field model, almost to the accumulation value. Whether the accumulation layer has the larger mean depth therefore depends on the doping of both layers. A rule taken from the main example need not carry over to very unequal doping or to different carriers.

Other omissions, with rough sizes where available:

- Electrons penetrate the oxide. For a 3.1 eV barrier and oxide mass 0.5, this shifts the heavy-mass profile by roughly 0.09 nm towards the gate, in both layers. The estimate varies inversely with the silicon mass along $z$, so for the light-mass states the effective wall moves by about 0.4 nm. This is only a first-order estimate: the mean depth of a weakly bound state can shift by more. Penetration also lowers the light-mass levels more than the heavy-mass ones, which moves electrons into the light-mass states; this is not included here.
- The image energy at the inversion depth is about 11 meV for a thick oxide, and a zero-temperature two-dimensional estimate of exchange is 21 meV per electron. Both are comparable with the thermal energy of 26 meV. For a thick oxide the image force pushes electrons away from the interface, while exchange deepens their well. A gate only 1 to 2 nm away adds an attractive image, which weakens that force and can cancel or reverse the image energy. The net change in depth has not been computed.
- Donors are assumed fully ionized. Those within the mean accumulation depth carry charge equal to 5.6% of $N$. This is not a bound on the omission: for an isolated donor level 45 meV below the band edge, only about three quarters of the bulk donors are ionized at $10^{18}$ cm$^{-3}$ and 300 K, and the band bending neutralizes further donors beyond the mean depth as well as within it. The effect on the depth has not been computed.
- Oxide breakdown is not modelled. The oxide field in inversion is 4.1 MV/cm, below a rough breakdown field of 10 MV/cm.

These sizes make even the first decimal of the depths a property of the model. The difference of 1.4 nm is larger than either penetration shift, and these shifts act in the same direction on both layers. The full set of values is in the numerical output.

## Computed results

```
ONE SUBBAND, T=0; depth in units (m C N)^(-1/3)
N_dep/N=0.00: Hartree depth 1.7892, trial depth 1.8706
N_dep/N=0.10: Hartree depth 1.6188, trial depth 1.7180
N_dep/N=0.35: Hartree depth 1.3875, trial depth 1.4802
N_dep/N=0.70: Hartree depth 1.2114, trial depth 1.2918
N_dep/N=1.50: Hartree depth 1.0041, trial depth 1.0686
energy slope at N_dep/N=0.70: 1.21145
Hartree depth at N_dep/N=0.70: 1.21144
Hartree depth ratio, N_dep/N 0 to 0.70: 1.477
trial depth ratio, same: 1.448
equal surface field, depth ratio (N_dep/N=0.70): 1.237
one subband suffices in Si accumulation below: 0.691 1e12 cm^-2
SILICON (100) ELECTRONS, FULL SOLUTION
temperature: 300 K
thermal energy: 25.85 meV
permittivity ratios Si, oxide: 11.7, 3.9
masses heavy, light: 0.916, 0.19; hole DOS mass 1.1
band gap: 1.12 eV
mobile density N: 5.00 1e12 cm^-2
doping, both sides: 1.00 1e18 cm^-3
depletion density N_dep: 3.789 1e12 cm^-2
depletion field: 0.586 MV/cm
surface field, accumulation: 0.773 MV/cm
surface field, inversion: 1.359 MV/cm
mean depth, accumulation: 2.805 nm
same on coarser grid: 2.803 nm
mean depth, inversion: 1.381 nm
mean depth, uniform depletion field only: 1.353 nm
depth difference: 1.423 nm
difference as oxide thickness: 0.474 nm
lowest-subband depth, accumulation: 1.520 nm
lowest-subband depth, inversion: 1.206 nm
lowest-subband electrons / N, accumulation: 0.551
lowest-subband electrons / N, inversion: 0.840
classical depth, accumulation: 1.466 nm
classical depth, inversion: 0.339 nm
COUNTEREXAMPLE: donors 1e19, acceptors 1e16 cm^-3, same N
assumed depletion band bending: 0.90 eV
N_dep, light doping: 0.341 1e12 cm^-2
N_D T/(4 N_A bending): 7.18
quantum depth, accumulation: 2.298 nm
quantum depth, inversion: 2.717 nm
classical depth, accumulation: 0.797 nm
classical depth, inversion: 1.417 nm
NEGLECTED EFFECTS, MAIN EXAMPLE
image energy at inversion mean depth: 11.1 meV
exchange per electron, 2D, T=0 estimate: 20.7 meV
shift by oxide penetration (3.1 eV, mass 0.5): 0.086 nm
donor charge within accumulation depth / N: 0.056
oxide field, inversion (breakdown roughly 10): 4.08 MV/cm
```
